# Bath hybridization under logarithmic discretization: Wilson's and Campo-Oliveira level energies: a numerical check

```python
# Result under test (logarithmic discretization, band [-D, D], D = 1, L = ln Lam):
# intervals [Lam^-z, 1], [Lam^(-n-z), Lam^(1-n-z)], one level each with weight
# w = int Gamma. Wilson energy int(e Gamma)/w, Campo-Oliveira (CO) energy w/int(Gamma/e).
# Flat Gamma: the z-averaged hybridization is Gamma/A (Wilson),
# A = (L/2)(Lam+1)/(Lam-1), and Gamma (CO, only below wstar = (1-1/Lam)/L).
# Also tested: CO energy as Schur complement, log-periodic oscillation at fixed z,
# band-edge artefacts, Zitko-Pruschke (ZP) cure, non-flat baths, level occupation n_d.
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq

GX, GW = np.polynomial.legendre.leggauss(20)
sech = lambda t: 1.0 / np.cosh(t)
flat = lambda e: np.ones_like(e)
A_of = lambda lam: 0.5 * np.log(lam) * (lam + 1) / (lam - 1)


def moments(a, b, shape):
    """weight, Wilson energy, CO energy of [a,b] by Gauss-Legendre quadrature"""
    a, b = np.asarray(a, float), np.asarray(b, float)
    half = 0.5 * (b - a)
    e = (0.5 * (a + b))[..., None] + half[..., None] * GX
    g = shape(e) * GW
    w = half * g.sum(-1)
    return w, half * (g * e).sum(-1) / w, w / (half * (g / e).sum(-1))


def levels(lam, z, nint, shape=flat):
    z = np.atleast_1d(np.asarray(z, float))[:, None]
    a = lam ** (-np.arange(nint)[None, :] - z)
    b = np.minimum(lam * a, 1.0)
    return moments(a, b, shape)


NZ = 8000  # binning error is one level weight / NZ, a few 1e-4 relative
zfine = (np.arange(NZ) + 0.5) / NZ
cumul = lambda w, xi, om: w[xi < om].sum() / NZ

# symbolic form and series of A
l = sp.symbols('l', positive=True)
As = l / 2 * (sp.exp(l) + 1) / (sp.exp(l) - 1)
assert sp.simplify(As - (l / 2 * sp.coth(l / 2)).rewrite(sp.exp)) == 0
assert sp.simplify(sp.series(As, l, 0, 6).removeO() - (1 + l**2 / 12 - l**4 / 720)) == 0

print("table: Lambda, A, wstar [D], 2 sech(pi^2/L)")
for lam in (1.5, 2.0, 3.0, 4.0, 10.0):
    exact = quad(lambda e: 1 / e, 1, lam)[0]
    mean = quad(lambda e: e, 1, lam)[0] / (lam - 1)
    assert abs(exact / ((lam - 1) / mean) - A_of(lam)) < 1e-10 and A_of(lam) > 1
    Lg = np.log(lam)
    print(f"  {lam:4.1f}  {A_of(lam):.5f}  {(1-1/lam)/Lg:.5f}  {2*sech(np.pi**2/Lg):.3e}")

# binned z-average, flat band, below the thresholds
for lam in (2.0, 4.0):
    w, xw, xc = levels(lam, zfine, int(32 / np.log(lam)))
    for om in (3.1e-4, 7.7e-3, 0.043, 0.29, 0.52):
        assert abs(cumul(w, xw, om) / om - 1 / A_of(lam)) < 3e-4
        assert abs(cumul(w, xc, om) / om - 1) < 3e-4

Lam = 4.0  # w, xw, xc now belong to Lam = 4
L, A = np.log(Lam), A_of(Lam)
cW, cC = (Lam + 1) / 2, (Lam - 1) / L
wstar = (1 - 1 / Lam) / L
a1 = Lam ** (-1 - zfine)
assert np.allclose(xw[:, 1] / a1, cW, rtol=1e-12) and np.allclose(xc[:, 1] / a1, cC, rtol=1e-12)
print(f"Lambda = {Lam:.0f}, L = {L:.6f}, number of z for binning = {NZ}")
print(f"c_W = {cW:.6f}, c_CO = {cC:.6f} (units of lower edge a)")
print(f"A = {A:.6f}, 1/A = {1/A:.6f}, 1+L^2/12 = {1+L**2/12:.6f}")
print(f"thresholds: Wilson {cW/Lam:.5f} D, CO wstar {wstar:.5f} D")
print(f"binned weight/omega at 0.043 D: Wilson {cumul(w,xw,0.043)/0.043:.4f}, CO {cumul(w,xc,0.043)/0.043:.4f}")


# eliminating the p != 0 Fourier states of the interval [1, Lam] at zero frequency
def fourier_h(P):
    p = np.arange(-P, P + 1)
    k = p[None, :] - p[:, None]
    return np.where(k == 0, cW, (Lam - 1) / (2j * np.pi * np.where(k == 0, 1, k)))


d = Lam - 1
for k in (1, 2, -3):
    re = quad(lambda e: e * np.cos(2 * np.pi * k * (e - 1) / d) / d, 1, Lam)[0]
    im = quad(lambda e: e * np.sin(2 * np.pi * k * (e - 1) / d) / d, 1, Lam)[0]
    assert abs(re + 1j * im - fourier_h(3)[3, 3 + k]) < 1e-10
previous = cW
for P in (1, 50, 400):
    H = fourier_h(P)
    rest = np.r_[0:P, P + 1:2 * P + 1]
    schur = (H[P, P] - H[P, rest] @ np.linalg.solve(H[np.ix_(rest, rest)], H[rest, P])).real
    assert cC < schur < previous
    if P > 1:  # variational bound: b * (dropped Fourier weight of 1/e)
        assert 1 / cC - 1 / schur < 1.1 * Lam * (1 - 1 / Lam) ** 2 / (2 * np.pi**2 * P)
    previous = schur
    print(f"Schur complement, |p| <= {P}: {schur:.5f} a")

# Matsubara hybridization at fixed z against the Poisson formula
for q in (0.0, 1.3, 2 * np.pi / L):
    assert abs(2 * quad(lambda t: sech(t) * np.cos(q * t), 0, 40, limit=400)[0]
               - np.pi * sech(np.pi * q / 2)) < 1e-8


def minus_im_delta(om, zs, scheme):
    ww, e1, e2 = levels(Lam, zs, 42)
    xi = e1 if scheme == 'W' else e2
    return -((ww / np.pi * (1 / (1j * om - xi) + 1 / (1j * om + xi))).sum() / len(zs)).imag


def poisson(om, z, c, step):
    k = step * np.arange(1, 5)
    osc = 2 * np.sum(sech(np.pi**2 * k / L) * np.cos(2 * np.pi * k * np.log(c * Lam**-z / om) / L))
    return (Lam - 1) / (c * L) * (1 + osc)


oms = 1e-9 * Lam ** (np.arange(48) / 48)  # band-edge term O(omega/D) < 1e-8
for scheme, c in (('W', cW), ('C', cC)):
    for om in oms:
        for z in (0.3, 1.0):
            assert abs(minus_im_delta(om, [z], scheme) - poisson(om, z, c, 1)) < 2e-8
        assert abs(minus_im_delta(om, [0.5, 1.0], scheme) - poisson(om, 1.0, c, 2)) < 2e-8
    for nz in (1, 2):
        v = [minus_im_delta(om, np.arange(1, nz + 1) / nz, scheme) for om in oms]
        print(f"-Im Delta(iw)/Gamma, {scheme}, N_z={nz}: mean {np.mean(v):.6f}, half-range {np.ptp(v)/2:.2e}")
print(f"relative amplitudes k=1, k=2: {2*sech(np.pi**2/L):.3e}, {2*sech(2*np.pi**2/L):.3e}")

# band-edge window
edge_u = lambda u: u**2 * (1 - np.exp(-u)) / (L * (1 - (1 + u) * np.exp(-u)))
edge_co = lambda om: edge_u(brentq(lambda u: (1 - np.exp(-u)) / u - om, 1e-6, L))
edge_w = lambda om: 2 * (1 / (2 * om - 1) - 1) / L
xz = xc.copy()
xz[:, 0] = 1 - zfine + (1 - Lam**-zfine) / L
for lo, hi in ((0.55, 0.65), (0.7, 0.8), (0.88, 0.98)):
    bins = [(cumul(w, x, hi) - cumul(w, x, lo)) / (hi - lo) for x in (xw, xc, xz)]
    assert abs(bins[1] - quad(edge_co, lo, hi)[0] / (hi - lo)) < 3e-3  # 2 w /(NZ width)
    assert abs(bins[2] - 1) < 3e-3
    if lo > cW / Lam:
        assert abs(bins[0] - quad(edge_w, lo, hi)[0] / (hi - lo)) < 3e-3
    print(f"mean ratio in [{lo:.2f},{hi:.2f}] D: Wilson {bins[0]:.3f}, CO {bins[1]:.3f}, ZP {bins[2]:.3f}")
assert abs(edge_u(1e-3 * L) / 2e-3 - 1) < 1e-2
print(f"CO ratio just above wstar = {edge_u(L):.4f}")

# power-law baths: CO leaves a factor B_r
for r in (0.5, 1.0):
    wr, _, xr = levels(Lam, zfine, 24, lambda e: e**r)
    cr = r * (Lam ** (1 + r) - 1) / ((1 + r) * (Lam**r - 1))
    B = (Lam**r - 1) / (r * L * cr**r)
    for om in (2.3e-3, 0.037, 0.4):
        binned = cumul(wr, xr, om) / (om ** (1 + r) / (1 + r))
        assert abs(binned - B) < 5e-4
    assert B < 0.99
    print(f"power law r = {r}: c_r = {cr:.5f}, B_r = {B:.5f}, binned {binned:.4f}")
assert abs(binned - 1 / A) < 5e-4

# linear bath 1 + alpha e: continuous z-average, int dx w = int da w/(a L)
alpha, om = 0.5, 1e-3
lin = lambda e: 1 + alpha * e
cum = []
for idx in (1, 2):
    a0 = brentq(lambda a: float(moments(a, Lam * a, lin)[idx]) - om, 1e-5, 1e-2, xtol=1e-18, rtol=1e-14)
    cum.append(quad(lambda a: float(moments(a, Lam * a, lin)[0]) / (a * L), 0, a0,
                    epsabs=0, epsrel=1e-12)[0])
curv = (cum[1] - om) / (alpha * om**2 / 2)
assert abs(cum[0] / om - 1 / A) < 1e-3 and abs(curv - (2 - A)) < 5e-3  # next order ~ alpha*omega
print(f"linear bath alpha = {alpha}/D, omega = {om} D: Wilson weight/omega = {cum[0]/om:.5f}")
print(f"  CO quadratic coefficient {curv:.4f}, 2 - A = {2-A:.4f}")

# resonant level at T = 0
Gam, eps_d, nz, nint = 1e-4, 1e-4, 4, 20


def nd_continuum(g):
    def f(t):
        o = np.exp(t)
        return o * (1 / (1j * o - eps_d + 1j * 2 * g / np.pi * np.arctan(1 / o))).real
    return 0.5 + quad(f, -35, 12, points=[-12, -9, -6, 0], limit=500)[0] / np.pi


def nd_star(g, scheme):
    ww, e1, e2 = levels(Lam, np.arange(1, nz + 1) / nz, nint)
    out = []
    for wz, xi in zip(ww, e1 if scheme == 'W' else e2):
        H = np.diag(np.r_[eps_d, xi, -xi])
        H[0, 1:] = H[1:, 0] = np.sqrt(g * np.r_[wz, wz] / np.pi)
        E, U = np.linalg.eigh(H)
        out.append((U[0, E < 0] ** 2).sum())
    return np.mean(out), np.ptp(out)


n_true, n_red = nd_continuum(Gam), nd_continuum(Gam / A)
nW, sW = nd_star(Gam, 'W')
nC, sC = nd_star(Gam, 'C')
nA, sA = nd_star(A * Gam, 'W')
tol = 1e-4  # band-edge corrections are O(Gamma/D)
assert abs(n_true - (0.5 - np.arctan(eps_d / Gam) / np.pi)) < tol
assert abs(nW - n_red) < tol and abs(nC - n_true) < tol and abs(nA - n_true) < tol
assert abs(nW - n_true) > 100 * tol
print(f"Gamma = {Gam:.1e} D, eps_d = {eps_d:.1e} D, N_z = {nz}, intervals per sign = {nint}")
print(f"Gamma/A = {Gam/A:.5e} D, A*Gamma = {A*Gam:.5e} D")
print(f"n_d continuum: with Gamma {n_true:.5f}, with Gamma/A {n_red:.5f}")
print(f"n_d Wilson = {nW:.5f}, spread over z {sW:.1e}")
print(f"n_d CO = {nC:.5f}, spread over z {sC:.1e}")
print(f"n_d Wilson with input A*Gamma = {nA:.5f}, spread over z {sA:.1e}")
print(f"Wilson error in n_d = {nW-n_true:.5f} ({100*(nW/n_true-1):.1f} %), CO error = {nC-n_true:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
table: Lambda, A, wstar [D], 2 sech(pi^2/L)
   1.5  1.01366  0.82210  1.073e-10
   2.0  1.03972  0.72135  2.619e-06
   3.0  1.09861  0.60683  5.018e-04
   4.0  1.15525  0.54101  3.237e-03
  10.0  1.40714  0.39087  5.501e-02
Lambda = 4, L = 1.386294, number of z for binning = 8000
c_W = 2.500000, c_CO = 2.164043 (units of lower edge a)
A = 1.155245, 1/A = 0.865617, 1+L^2/12 = 1.160151
thresholds: Wilson 0.62500 D, CO wstar 0.54101 D
binned weight/omega at 0.043 D: Wilson 0.8656, CO 1.0000
Schur complement, |p| <= 1: 2.31594 a
Schur complement, |p| <= 50: 2.16895 a
Schur complement, |p| <= 400: 2.16466 a
-Im Delta(iw)/Gamma, W, N_z=1: mean 0.865617, half-range 2.80e-03
-Im Delta(iw)/Gamma, W, N_z=2: mean 0.865617, half-range 2.26e-06
-Im Delta(iw)/Gamma, C, N_z=1: mean 1.000000, half-range 3.23e-03
-Im Delta(iw)/Gamma, C, N_z=2: mean 1.000000, half-range 2.61e-06
relative amplitudes k=1, k=2: 3.237e-03, 2.619e-06
mean ratio in [0.55,0.65] D: Wilson 1.604, CO 2.006, ZP 1.000
mean ratio in [0.70,0.80] D: Wilson 1.482, CO 0.978, ZP 1.000
mean ratio in [0.88,0.98] D: Wilson 0.243, CO 0.220, ZP 1.000
CO ratio just above wstar = 2.5772
power law r = 0.5: c_r = 2.33333, B_r = 0.94447, binned 0.9445
power law r = 1.0: c_r = 2.50000, B_r = 0.86562, binned 0.8657
linear bath alpha = 0.5/D, omega = 0.001 D: Wilson weight/omega = 0.86578
  CO quadratic coefficient 0.8448, 2 - A = 0.8448
Gamma = 1.0e-04 D, eps_d = 1.0e-04 D, N_z = 4, intervals per sign = 20
Gamma/A = 8.65617e-05 D, A*Gamma = 1.15525e-04 D
n_d continuum: with Gamma 0.24998, with Gamma/A 0.22710
n_d Wilson = 0.22710, spread over z 4.2e-06
n_d CO = 0.24999, spread over z 1.4e-06
n_d Wilson with input A*Gamma = 0.24999, spread over z 4.3e-06
Wilson error in n_d = -0.02288 (-9.2 %), CO error = 3.0e-06
ALL CHECKS PASSED
```
